# Bisection for the Fermi level of a multiply doped crystal

Suppose that an acceptor enters a growing crystal from the vapour while donors are present. Its uptake depends on the Fermi level, and the Fermi level depends on its uptake. One natural procedure is a loop: guess the Fermi level, compute all dopant charges, find the Fermi level at which electrons and holes balance those charges, and repeat. In the crystal worked out below, this loop fails. Near the solution each pass reverses the error and multiplies it by at least 2.8, so even an excellent guess is driven away.

Nor can the acceptor be treated without regard to the donor. If the uptake is computed for the same crystal without its donor, it comes out 4.5 times too small. What is needed is a procedure that must converge and that states how far its answer can be from the solution.

## The charge to be balanced

Let $\mu$ be the Fermi level measured from the valence-band top, $E_g$ the gap, and $\beta=1/kT$. Energies are in eV, densities in cm$^{-3}$, and charges in elementary charges. The temperature and band edges are fixed.

The dopants are described by independent units. A unit is either a dopant atom whose total number is fixed, or a lattice site that exchanges atoms with the vapour. Unit type $s$ has density $N_s$ and states $j$ with charge $q_j$, energy $E_j$ and degeneracy $g_j$. A state of charge $q_j$ has given $q_j$ electrons to a reservoir at $\mu$, which costs $E_j+q_j\mu$ in total. For an open site, $E_j$ also contains the chemical potentials of the exchanged atoms, set by the vapour. The equilibrium probabilities are therefore

$$w_j=\frac{g_j e^{-\beta(E_j+q_j\mu)}}{\sum_i g_i e^{-\beta(E_i+q_i\mu)}} .$$

Dopants that compete for one site must appear as states of the same unit. Dopants of fixed number are taken as dilute, so that they do not exhaust the sites available to them.

For parabolic bands the electron and hole densities are

$$n=N_cF_{1/2}\!\left(\frac{\mu-E_g}{kT}\right),\qquad p=N_vF_{1/2}\!\left(\frac{-\mu}{kT}\right),$$

$$F_{1/2}(\eta)=\frac{2}{\sqrt\pi}\int_0^\infty\frac{\sqrt x\,dx}{1+e^{x-\eta}},\qquad N_{c,v}=2\left(\frac{m_{e,h}kT}{2\pi\hbar^2}\right)^{3/2}.$$

The equation to solve is $\rho(\mu)=0$, with

$$\rho=p-n+D,\qquad D=\sum_sN_s\langle q\rangle_s .$$

## Why the loop fails and what survives

Differentiating $\ln w_j$ gives $-\beta q_j$ from the numerator and $+\beta\langle q\rangle$ from the denominator:

$$\frac{dw_j}{d\mu}=-\beta\,(q_j-\langle q\rangle)\,w_j .$$

Multiplying by any fixed state property $a_j$ and summing yields

$$\frac{d\langle a\rangle}{d\mu}=-\beta\big(\langle aq\rangle-\langle a\rangle\langle q\rangle\big)=-\beta\,\mathrm{Cov}(a,q). \tag{1}$$

With $a=q$ this is $d\langle q\rangle/d\mu=-\beta\,\mathrm{Var}(q)\le0$. Nothing has been assumed about the order of the levels. The result covers multivalent dopants, dopants that choose between sublattices, and sites open to the vapour.

For the carriers, write $f=1/(1+e^{x-\eta})$. Since $\partial f/\partial\eta=-\partial f/\partial x$, integration by parts gives

$$F_{1/2}'(\eta)=\frac1{\sqrt\pi}\int_0^\infty\frac{x^{-1/2}dx}{1+e^{x-\eta}}\equiv F_{-1/2}(\eta)>0 .$$

The boundary terms vanish because $\sqrt x f$ is zero at both ends. Thus $n'=\beta N_cF_{-1/2}>0$, and likewise $p'<0$. Altogether

$$\rho'=-(n'+|p'|)-\beta\sum_sN_s\mathrm{Var}_s(q)<0. \tag{2}$$

Now take the loop. Given $\mu_i$, it solves $n(\mu_{i+1})-p(\mu_{i+1})=D(\mu_i)$. For small errors $\delta_i=\mu_i-\mu^*$ about the solution $\mu^*$, linearization gives

$$\delta_{i+1}=-\Lambda\,\delta_i,\qquad \Lambda=\frac{|D'|}{n'+|p'|} .$$

The loop diverges locally when the dopants respond more strongly than the carriers. Damping it, by taking a fraction $\alpha$ of each step, changes the error by $-\alpha(1+\Lambda)\delta_i$. With a suitable $\alpha$ this converges, but for small $\alpha$ the last change can be far smaller than the remaining error.

The strong response that ruins the loop makes $\rho$ steeper without changing the sign of its slope. The sign of $\rho(\mu)$ therefore tells on which side of $\mu$ the solution lies: positive charge means that $\mu$ is too low. A method that uses this sign alone is immune to the instability.

## A starting interval that needs no guess

Bisection needs a point $A$ with $\rho(A)>0$ and a point $B$ with $\rho(B)<0$. Both follow from two inequalities. First, $1/(1+e^{x-\eta})<e^{\eta-x}$ and $\int_0^\infty\sqrt x\,e^{-x}dx=\sqrt\pi/2$, so

$$F_{1/2}(\eta)<e^\eta .$$

Second, for $\eta>0$ the occupation exceeds $1/2$ when $x<\eta$. Keeping that part of the integral gives

$$F_{1/2}(\eta)>\frac{2}{\sqrt\pi}\cdot\frac12\cdot\frac23\,\eta^{3/2}=\frac{2\eta^{3/2}}{3\sqrt\pi}.$$

Let $D_+=\sum_sN_s\max(0,\max_jq_j)$, the largest positive charge that the dopants could carry. For $B>E_g$, the first inequality gives $p(B)<N_ve^{-\beta B}<N_ve^{-\beta E_g}$. The second bounds $n(B)$ from below. Hence

$$\rho(B)<D_++N_ve^{-\beta E_g}-\frac{2N_c}{3\sqrt\pi}\left(\frac{B-E_g}{kT}\right)^{3/2}.$$

Setting the right side to zero determines

$$B=E_g+kT\left[\frac{3\sqrt\pi}{2}\,\frac{D_++N_ve^{-\beta E_g}}{N_c}\right]^{2/3}.$$

Exchanging the roles of the bands, with $D_-=\sum_sN_s\max(0,-\min_jq_j)$, gives

$$A=-kT\left[\frac{3\sqrt\pi}{2}\,\frac{D_-+N_ce^{-\beta E_g}}{N_v}\right]^{2/3}.$$

Since $\rho$ is continuous and strictly decreasing, there is one root $\mu^*$ between $A$ and $B$.

At each step evaluate $\rho$ at the midpoint. If it is positive, the midpoint becomes the lower end; otherwise it becomes the upper end. After $k$ halvings the interval has width $W/2^k$, where $W=B-A$, and it still contains $\mu^*$. Its midpoint $\mu_k$ is no farther from the root than half that width:

$$|\mu_k-\mu^*|\le\frac{W}{2^{k+1}} . \tag{3}$$

To guarantee a tolerance $\varepsilon$, use $k=\lceil\log_2(W/2\varepsilon)\rceil$ halvings. The cost is known before the first evaluation.

## When the computed sign is wrong

Bound (3) assumes that every sign is right. Near the root, $\rho$ is a small difference of large numbers, and its computed sign may be wrong. One wrong sign discards the half that contains the root, and later steps cannot recover it. The bound has to allow for this.

Separate the positive and negative charges, $\rho=P-M$:

$$P=p+\sum_sN_s\langle q^+\rangle_s,\qquad M=n+\sum_sN_s\langle q^-\rangle_s,$$

where $q^+=\max(q,0)$ and $q^-=\max(-q,0)$. The covariance can be written as

$$\mathrm{Cov}(a,q)=\tfrac12\sum_{ij}w_iw_j(a_i-a_j)(q_i-q_j).$$

Because $q^+$ never falls as $q$ rises, every term is nonnegative for $a=q^+$. For $a=q^-$ every term is nonpositive. By (1), and since $p$ falls and $n$ rises, $P$ decreases with $\mu$ and $M$ increases. At the root both equal $P^*$.

Assume that $P$ and $M$ are each evaluated with relative error at most $r<1$. If the sign is wrong at a point above the root, where $M>P$, the computed values satisfy $\tilde P\ge\tilde M$. Then

$$(1+r)P\ge\tilde P\ge\tilde M\ge(1-r)M .$$

Subtracting $(1-r)P$ from the two outer expressions gives $2rP\ge(1-r)(M-P)$. Above the root $P\le P^*$, so

$$|\rho|\le\frac{2rP^*}{1-r}. \tag{4}$$

Below the root the same argument, with $P$ and $M$ exchanged and $M\le P^*$, gives the same result.

A small charge implies a small distance if the magnitude of the slope has a positive lower bound. The integral $F_{-1/2}$ increases with its argument, so $n'$ rises with $\mu$ and $|p'|$ falls. Choose any energy $c$. Above it $n'\ge n'(c)$, and below it $|p'|\ge|p'(c)|$. By (2),

$$|\rho'(\mu)|\ge\kappa\equiv\min\{n'(c),|p'(c)|\}$$

for every $\mu$. Integrating from the root gives $|\rho(\mu)|\ge\kappa|\mu-\mu^*|$. With (4), a wrong sign can occur no farther from the root than

$$\Delta=\frac{2rP^*}{(1-r)\kappa}.$$

Each end of the current interval is therefore either on its proper side of the root or at most $\Delta$ beyond it. The root lies in the interval widened by $\Delta$ at both ends, and

$$|\mu_k-\mu^*|\le\frac{W}{2^{k+1}}+\frac{2rP^*}{(1-r)\kappa}. \tag{5}$$

The unknown $P^*$ can be replaced by a computable number. Below the root $P(\mu)\ge P^*$, and above it $M(\mu)\ge P^*$, so $P^*\le\max(P,M)\le\max(\tilde P,\tilde M)/(1-r)$ at any $\mu$. Rounding of the midpoint itself is neglected, which is justified while the interval is much wider than the spacing of machine numbers.

## Four dopants at 900 K

Take a model semiconductor with $E_g=1.2$ eV and masses $m_e=0.2$ and $m_h=0.5$ electron masses. At 900 K, $kT=0.07756$ eV, $N_c=1.166\times10^{19}$ and $N_v=4.610\times10^{19}$ cm$^{-3}$. The dopants are as follows; each triple is $(q,E,g)$ with $E$ in eV.

- Donor, $2\times10^{18}$ cm$^{-3}$: $(0,0,2)$, $(+1,-1.15,1)$.
- Double acceptor, $3\times10^{17}$ cm$^{-3}$: $(0,0,1)$, $(-1,0.10,2)$, $(-2,0.40,1)$.
- Amphoteric dopant, $10^{18}$ cm$^{-3}$: $(0,0,2)$, $(+1,-1.10,1)$ on one sublattice; $(0,0.70,4)$, $(-1,0.80,1)$ on the other.
- Open sites, $2\times10^{22}$ cm$^{-3}$: host atom $(0,0,1)$, acceptor $(0,1.70,4)$, $(-1,1.80,1)$.

The largest positive dopant charge is $D_+=3\times10^{18}$ cm$^{-3}$, and the thermal term beside it is negligible. Thus

$$B=1.2+0.07756\left(2.659\times\frac{3\times10^{18}}{1.166\times10^{19}}\right)^{2/3}=1.260\ \text{eV}.$$

On the other side, $D_-\approx2\times10^{22}$ cm$^{-3}$, because the estimate allows every open site to hold a charged acceptor. This gives $A=-8.530$ eV. A parabolic band has no physical meaning so far down, but $A$ serves merely as a safe end point. The caution is cheap: an interval eight times narrower would save three halvings.

With $W=9.790$ eV and $\varepsilon=10^{-6}$ eV, $\log_2(W/2\varepsilon)=22.2$, so 23 halvings are needed. The Fermi integrals were evaluated by the trapezoid rule after substituting $x=t^2$. For comparison, a reference root was found by secant iteration, with the defining integrals evaluated by quadrature in 25-digit arithmetic. It lies at 0.962975 eV.

| $k$ | $\mu_k$ (eV) | actual error (eV) | $W/2^{k+1}$ (eV) |
|---:|---:|---:|---:|
| 0 | −3.6350 | 4.60 | 4.90 |
| 5 | 1.1072 | 0.144 | 0.153 |
| 10 | 0.9590 | $4.0\times10^{-3}$ | $4.8\times10^{-3}$ |
| 23 | 0.962975 | $1.3\times10^{-7}$ | $5.8\times10^{-7}$ |

The actual error can come close to the bound, as at $k=5$, because the root may lie near an end of the interval.

For the second term of (5), assume $r=10^{-10}$. The choice $c=E_g/2+\tfrac12kT\ln(N_v/N_c)=0.653$ eV gives $\kappa=1.305\times10^{17}$ cm$^{-3}$ eV$^{-1}$. With $P^*=2.061\times10^{18}$ cm$^{-3}$,

$$\Delta\approx\frac{2\times10^{-10}\times2.061\times10^{18}}{1.305\times10^{17}}=3.2\times10^{-9}\ \text{eV}.$$

The full bound is $5.9\times10^{-7}$ eV. It is conditional on the assumed $r$.

At the solution the positive charge consists of $1.70\times10^{18}$ cm$^{-3}$ ionized donors and $3.7\times10^{17}$ cm$^{-3}$ positive amphoteric atoms; holes contribute $1.9\times10^{14}$ cm$^{-3}$. The negative charge, in units of $10^{17}$ cm$^{-3}$, is

$$\underbrace{5.40}_{\text{electrons}}+\underbrace{6.00}_{\text{double acceptor}}+\underbrace{5.10}_{\text{amphoteric}}+\underbrace{4.11}_{\text{open acceptor}}=20.61 .$$

These numbers also explain the failure of the loop. Since $\partial f/\partial\eta=f(1-f)\le f$, the carriers obey $n'\le\beta n$ and $|p'|\le\beta p$. Their combined slope is at most $5.40\times10^{17}/0.07756=6.97\times10^{18}$ cm$^{-3}$ eV$^{-1}$. The total slope from (2) is $2.649\times10^{19}$ in the same unit, which leaves at least $1.952\times10^{19}$ for the dopants. Hence $\Lambda\ge1.952/0.697=2.8$. The uptake is not the main cause. The open sites supply about $\beta\times4.11\times10^{17}=5.3\times10^{18}$ of the dopant slope, while the amphoteric atoms, with $\mathrm{Var}(q)\approx0.365+0.510-0.145^2=0.85$, supply about $1.1\times10^{19}$. A loop that lags only the uptake, and balances all other charges at each pass, has a factor of about $0.53/(2.65-0.53)=0.25$ and converges here. Whether a loop converges thus depends on which charges it lags.

## What the donor does to the acceptor

Removing the donor lowers the Fermi level to 0.847 eV and the acceptor uptake from $4.11\times10^{17}$ to $9.2\times10^{16}$ cm$^{-3}$. Nearly all incorporated acceptors are charged and few sites are filled, so the uptake varies nearly as $e^{\beta\mu}$. The shift of 0.116 eV gives $e^{0.116/0.0776}\approx4.5$, the factor quoted at the start.

The direction of this effect is general within the model. Adding a unit with no negative states cannot lower $\rho$ at any $\mu$, so it cannot lower the root. For an open acceptor, let $a=1$ in the incorporated states and $a=0$ for the host atom. The host state has $q=0$, so $\langle aq\rangle=\langle q\rangle$ and $\mathrm{Cov}(a,q)=\langle q\rangle(1-\langle a\rangle)\le0$. By (1), the uptake cannot fall when $\mu$ rises.

The energy bound also limits the errors of the densities. From $n'\le\beta n$,

$$|\ln(n/n^*)|\le\beta|\mu_k-\mu^*| ,$$

where $n^*=n(\mu^*)$. Here this is a relative error of at most $7.6\times10^{-6}$. For the density of a dopant state, $|d\ln w_j/d\mu|=\beta|q_j-\langle q\rangle|$, which is at most $\beta(q_{\max}-q_{\min})$. The bound is thus the same for the open acceptor and twice as large for the double acceptor and the amphoteric dopant. These are errors in solving the model. An error of 0.05 eV in the energy of a dilute acceptor state changes its population at fixed $\mu$ by a factor $e^{0.05/0.0776}\approx1.9$.

## Compensation, cooling and the limits of the proof

A wrong sign does most harm when donors and acceptors nearly cancel and the Fermi level lies far from their levels and from both bands. If the carriers supply most of the slope there and $\Delta$ is small against $kT$, the magnitude of the true slope is within a small factor of its lower bound $\kappa$, so an error of the order of the second term of (5) can really occur. Take $10^{18}$ cm$^{-3}$ of a donor with its level at 1.15 eV and equally many acceptors with their level at 0.05 eV, with neutral degeneracies 2 and 4 and ionized degeneracies 1. The root is at 0.648 eV, where both are almost fully ionized and $\rho$ is nearly flat. Let $r=10^{-4}$, and let every sign that this error could reverse be reversed. After 25 halvings the half-width is $1.8\times10^{-8}$ eV, but the actual error is $6.2\times10^{-4}$ eV. Bound (5) gives $1.5\times10^{-3}$ eV and covers it. Further halving would not help; a more accurate charge would.

Cooling sharpens this difficulty in a compensated crystal, and it loosens the bound in any crystal. When $c$ lies several $kT$ from both band edges, $F_{-1/2}(\eta)\approx e^\eta$, and the choice of $c$ above gives

$$\kappa\approx\beta\sqrt{N_cN_v}\,e^{-\beta E_g/2}.$$

For fixed $P^*$ and $r$, the term $\Delta$ then grows nearly exponentially with $1/T$. This is growth of the bound, not necessarily of the error. At 300 K, $\kappa\approx1.4\times10^{10}$ cm$^{-3}$ eV$^{-1}$, and for the compensated pair with $r=10^{-4}$ the formula gives $\Delta\approx1.4\times10^{4}$ eV, wider than the starting interval and therefore empty. Where the root lies near a band or a dopant level, the true slope stays far above $\kappa$ and the actual error stays far below $\Delta$. If the atoms no longer move during cooling, the units must change too: the incorporated acceptors become a dopant of fixed number, and the amphoteric atoms on each sublattice become a separate unit. The monotonic law still holds for these new units.

It can fail if the state energies themselves depend on the solution, as with a gap that narrows as carriers accumulate or dopants that interact through their mean density. For a unit with energies $E_j(\mu)$, the derivation of (1) gives instead

$$\frac{d\langle q\rangle}{d\mu}=-\beta\,\mathrm{Var}(q)-\beta\,\mathrm{Cov}\!\left(q,\frac{dE}{d\mu}\right).$$

The last term can have either sign. Bisection still closes on a root if $\rho$ is continuous and changes sign across the interval, but there may be others, and the slope bound behind (5) no longer follows. Nor does the calculation apply to dopants trapped by a growth front that moves too fast for equilibrium with the vapour. The example densities are also high for independent discrete levels: a hydrogen-like donor 0.05 eV deep with $m_e=0.2$ has a radius $a=\hbar/\sqrt{2m_eE_b}\approx2$ nm, where $E_b$ is the binding energy, and at $2\times10^{18}$ cm$^{-3}$ this gives $N^{1/3}a\approx0.25$, close to the Mott criterion at which donor levels merge into a band. The example tests the method and does not describe a real crystal at that doping.
